# Why slow antiprotons lose less energy than protons in electron gases: test program

```python
"""Slow stopping of a proton (Z=+1) and an antiproton (Z=-1) in an electron gas.

Result under test: S = Q v with Q = n kF sigma_tr(kF), and Q(-1) < Q(+1),
although linear response gives Q = Z^2 Q2 for both charges.
n: gas density, kF: Fermi wave number, sigma_tr: transport cross section,
delta_l: phase shifts at kF, V: potential energy of an electron,
rs: radius of the sphere holding one electron. Hartree atomic units.
Screening is self-consistent (Hartree; LDA exchange-correlation as a check).
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legval
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import hankel1e, spherical_jn, spherical_yn
from scipy.constants import physical_constants as pc

pi = np.pi
h, N = 0.025, 720                       # radial step and number of points
r = h * np.arange(1, N + 1)
L = np.arange(25)                       # angular momenta
t = 0.5 / h**2
centrifugal = L * (L + 1) / (2 * r[:, None]**2)


def raw_density(gas, V):
    """Density from the diagonal of the radial Green functions."""
    a = gas["base"] - V[:, None]
    right, left = np.empty_like(a), np.zeros_like(a)
    right[-1] = gas["edge"]
    for i in range(N - 2, -1, -1):
        right[i] = t * t / (a[i + 1] - right[i + 1])
    for i in range(1, N):
        left[i] = t * t / (a[i - 1] - left[i - 1])
    G = 1 / (a - left - right)
    return -(2 / pi) * (G @ gas["weight"]).imag / (4 * pi * r**2 * h)


def make_gas(rs):
    """Fermi gas data and a contour from below all bound states to E_F."""
    kF = (9 * pi / 4)**(1 / 3) / rs
    x, w = leggauss(20)
    theta, w = pi * (x + 1) / 2, w * pi / 2
    radius = (kF**2 / 2 + 0.7) / 2
    arc = radius * np.exp(1j * theta)
    E = kF**2 / 2 - radius + arc
    k, R = np.sqrt(2 * E)[:, None], r[-1]
    ratio = (np.sqrt((R + h) / R) * np.exp(1j * k * h)
             * hankel1e(L + 0.5, k * (R + h)) / hankel1e(L + 0.5, k * R))
    base = E[None, :, None] - 1 / h**2 - centrifugal[:, None, :]
    gas = dict(kF=kF, n=kF**3 / (3 * pi**2), base=base.reshape(N, -1),
               edge=(-t * ratio).ravel(),
               weight=((-1j * arc * w)[:, None] * (2 * L + 1)).ravel())
    gas["free"] = raw_density(gas, np.zeros(N))
    return gas


def exc_density(n):
    """LDA exchange-correlation energy per volume (Slater + PW92)."""
    rs = (3 / (4 * pi * n))**(1 / 3)
    s, A = np.sqrt(rs), 0.031091
    poly = 7.5957 * s + 3.5876 * s**2 + 1.6382 * s**3 + 0.49294 * s**4
    ec = -2 * A * (1 + 0.21370 * rs) * np.log(1 + 1 / (2 * A * poly))
    return n * (ec - 0.75 * (3 * n / pi)**(1 / 3))


def vxc(n):
    return (exc_density(1.001 * n) - exc_density(0.999 * n)) / (0.002 * n)


def screen(Z, gas, xc=False):
    """Self-consistent V and density change around a static charge Z."""
    kappa2 = 4 * gas["kF"] / pi
    bands = np.full((3, N), 1 / h**2)
    bands[1] = -2 / h**2 - kappa2
    x = np.concatenate([-Z * np.exp(-np.sqrt(kappa2) * r), np.zeros(N)])
    xs, fs, mix, error = [], [], 0.5, 1.0
    for _ in range(100):
        u, w = x[:N], x[N:]
        V = (u + w) / r
        dn = raw_density(gas, V) - gas["free"]
        rhs = -4 * pi * r * dn - kappa2 * u
        rhs[0] += Z / h**2
        new_u = solve_banded((1, 1), bands, rhs)
        new_w = np.zeros(N)
        if xc:
            new_w = r * (vxc(np.maximum(gas["n"] + dn, 1e-6)) - vxc(gas["n"]))
        f = np.concatenate([new_u, new_w]) - x
        error = np.max(np.abs(f))
        if error < 3e-8:
            break
        xs, fs = (xs + [x])[-7:], (fs + [f])[-7:]
        step = mix * f
        if len(xs) > 1:                 # Anderson acceleration
            dX = np.diff(np.array(xs), axis=0).T
            dF = np.diff(np.array(fs), axis=0).T
            step = step - (dX + mix * dF) @ np.linalg.lstsq(dF, f, rcond=None)[0]
        x = x + step
    assert error < 3e-8, ("no self-consistency", Z, error)
    return V, dn


def phases(V, k):
    """Phase shifts [k, l]; the branch is followed from zero potential."""
    k = np.atleast_1d(k)
    strength = np.linspace(0, 1, 9)[:, None, None]
    shape = (9, len(k), len(L))
    old, now = np.zeros(shape), np.ones(shape)
    for i in range(N):
        q = strength * V[i] + centrifugal[i] - k[None, :, None]**2 / 2
        old, now = now, (2 + 2 * h * h * q) * now - old
    za, zb = k[:, None] * r[-1], k[:, None] * (r[-1] + h)
    ja, jb = za * spherical_jn(L, za), zb * spherical_jn(L, zb)
    ya, yb = za * spherical_yn(L, za), zb * spherical_yn(L, zb)
    d = np.arctan((old * jb - now * ja) / (old * yb - now * ya))
    d = np.unwrap(d, period=pi, axis=0)
    return d[-1] - d[0]


def steps_between(d):
    return d - np.append(d[1:], 0.0)


def sigma_tr(d, k):
    return 4 * pi / k**2 * np.sum((L + 1) * np.sin(steps_between(d))**2)


def friction(V, gas):
    d = phases(V, gas["kF"])[0]
    return gas["n"] * gas["kF"] * sigma_tr(d, gas["kF"]), d


def friedel(d):
    return 2 / pi * np.sum((2 * L + 1) * d)


def moving_friction(V, gas, v):
    """Force/v from a Fermi sphere displaced by v, potential frozen."""
    kF = gas["kF"]
    x, w = leggauss(10)
    k = kF + v * x
    sig = np.array([sigma_tr(d, q) for d, q in zip(phases(V, k), k)])
    mu = (kF**2 - k**2 - v**2) / (2 * k * v)
    return np.sum(w * v * k**4 * sig * (1 - mu**2) / 2) / (2 * pi**2) / v


def contact(f):
    return 2 * f[0] - f[1]              # linear extrapolation to r = 0


gas = make_gas(2.0)
kF, n0 = gas["kF"], gas["n"]
kappa2 = 4 * kF / pi


def lindhard(q):
    z = q / (2 * kF)
    return 0.5 + (1 - z * z) / (4 * z) * np.log(abs((1 + z) / (1 - z)))


def dynamic_linear(v):
    """Linear S/(v Z^2) from the full dynamic Lindhard dielectric function."""
    x, w = leggauss(40)
    x, w = (x + 1) / 2, w / 2
    total = 0.0
    edges = [0, 2 * (kF - v), 2 * kF, 2 * (kF + v)]
    for a, b in zip(edges[:-1], edges[1:]):
        y, wy = leggauss(80)
        q = (a + (b - a) * (y + 1) / 2)[:, None]
        z, u = q / (2 * kF), x * v / kF + 1e-10j
        m, p = z - u, z + u
        F = (0.5 + (1 - m * m) / (8 * z) * np.log((m + 1) / (m - 1))
             + (1 - p * p) / (8 * z) * np.log((p + 1) / (p - 1)))
        loss = (-1 / (1 + kappa2 / q**2 * F)).imag
        total += np.sum((wy * (b - a) / 2)[:, None] * w * q * x * loss)
    return 2 / pi * total / v


# Linear response: static formula against the dynamic dielectric function
Q2 = 4 / (3 * pi) * quad(lambda q: q**3 / (q * q + kappa2 * lindhard(q))**2,
                         0, 2 * kF, limit=200)[0]
Q2_slow, Q2_v = dynamic_linear(0.02), dynamic_linear(0.2)
assert abs(Q2_slow / Q2 - 1) < 0.01

# Weak charges: the self-consistent code must reproduce linear response
weak = {z: screen(z, gas) for z in (0.1, -0.1, 0.2, -0.2)}
Qw = {z: friction(weak[z][0], gas)[0] for z in weak}
even = {z: (Qw[z] + Qw[-z]) / (2 * z * z) for z in (0.1, 0.2)}
odd = {z: (Qw[z] - Qw[-z]) / 2 for z in (0.1, 0.2)}
Q2_scf = (4 * even[0.1] - even[0.2]) / 3
assert abs(Q2_scf / Q2 - 1) < 0.02
odd_ratio = odd[0.2] / odd[0.1]
assert odd[0.1] > 0 and abs(odd_ratio - 8) < 0.8      # cubic in the charge

# Linear density change at the charge: code against a wave-number integral
dn_lin = contact((weak[0.1][1] - weak[-0.1][1]) / 0.2)


def induced(q):
    s = kappa2 * lindhard(q)
    return q * q * s / (q * q + s) / (2 * pi**2)


dn_int = (quad(induced, 0, 2 * kF, limit=200)[0]
          + quad(induced, 2 * kF, 20, limit=200)[0]
          + quad(induced, 20, 200, limit=200)[0])
assert abs(dn_lin / dn_int - 1) < 0.04
assert dn_lin > n0                      # linear theory: negative density at Z=-1

# Full charges
full = {Z: screen(Z, gas) for Z in (1, -1)}
Q, D = {}, {}
for Z in full:
    Q[Z], D[Z] = friction(full[Z][0], gas)
    assert abs(friedel(D[Z]) - Z) < 0.03
    mu, w = leggauss(80)
    amp = legval(mu, (2 * L + 1) * np.exp(1j * D[Z]) * np.sin(D[Z])) / kF
    direct = 2 * pi * np.sum(w * (1 - mu) * abs(amp)**2)
    assert abs(direct / sigma_tr(D[Z], kF) - 1) < 1e-8
    assert abs(moving_friction(full[Z][0], gas, 0.05) / Q[Z] - 1) < 0.02
assert Q[-1] < Q2 < Q[1]
n_contact = {Z: n0 + contact(full[Z][1]) for Z in full}
assert 0 < n_contact[-1] < n0 < n_contact[1]
share = {Z: 2 / pi * D[Z][0] / friedel(D[Z]) for Z in full}
assert share[1] > share[-1]
sine_sum = {Z: np.sum((L + 1) * np.sin(steps_between(D[Z]))**2) for Z in full}
square_sum = {Z: np.sum((L + 1) * steps_between(D[Z])**2) for Z in full}
assert square_sum[1] > square_sum[-1]

# Separate scattering beyond Born from nonlinear screening
V_lin = (weak[0.1][0] - weak[-0.1][0]) / 0.2
Qf, Ff = {}, {}
for Z in (1, -1):
    Qf[Z], d = friction(Z * V_lin, gas)
    Ff[Z] = friedel(d)
assert Qf[-1] < Q2 < Qf[1]
assert Ff[1] > 1 and -1 < Ff[-1] < 0
assert Qf[1] - Qf[-1] > Q[1] - Q[-1]

# Neglected effects and other densities
Qxc = {}
for Z in (1, -1):
    Qxc[Z], d = friction(screen(Z, gas, xc=True)[0], gas)
    assert abs(friedel(d) - Z) < 0.05
assert Qxc[-1] < Qxc[1]
v = 0.2
Qv = {Z: moving_friction(full[Z][0], gas, v) for Z in full}
assert Qv[-1] < Qv[1]
scan = {}
for rs in (1.5, 3.0):
    other = make_gas(rs)
    for Z in (1, -1):
        scan[rs, Z], d = friction(screen(Z, other)[0], other)
        assert abs(friedel(d) - Z) < 0.05
    assert scan[rs, -1] < scan[rs, 1]

hartree = pc["Hartree energy in eV"][0]
to_eV_nm = hartree / (pc["Bohr radius"][0] * 1e9)
energy = 0.5 * pc["proton-electron mass ratio"][0] * v**2 * hartree / 1000
print("Atomic units unless a unit is given; main gas rs = 2")
print(f"kF = {kF:.4f}, density n = {n0:.5f}")
print(f"speed v = {v:.2f}, v/vF = {v / kF:.3f}, energy = {energy:.3f} keV")
print(f"linear Q2, static Lindhard integral  = {Q2:.4f}")
print(f"linear Q2, dynamic formula, v = 0.02 = {Q2_slow:.4f}")
print(f"linear Q2, weak-charge limit of code = {Q2_scf:.4f}")
print(f"odd part of Q at |Z| = 0.1: {odd[0.1]:.3e}")
print(f"odd part of Q at |Z| = 0.2: {odd[0.2]:.3e}, ratio {odd_ratio:.2f}")
print(f"linear density change at Z = 1, over n: {dn_lin / n0:.2f}")
print(f"same from wave-number integral, over n: {dn_int / n0:.2f}")
for Z, name in ((1, "proton"), (-1, "antiproton")):
    print(f"--- {name}")
    print("delta_0..delta_4 (rad):", " ".join(f"{x:.4f}" for x in D[Z][:5]))
    print(f"Friedel sum = {friedel(D[Z]):.4f}, s-wave share = {share[Z]:.3f}")
    print(f"contact density over n = {n_contact[Z] / n0:.3f}")
    print(f"transport sum = {sine_sum[Z]:.4f}, without sine = {square_sum[Z]:.4f}")
    print(f"sigma_tr = {sigma_tr(D[Z], kF):.3f} bohr^2")
    print(f"Q = {Q[Z]:.4f}, Q/Q2 = {Q[Z] / Q2:.3f}")
    print(f"S = Q v = {Q[Z] * v:.5f} hartree/bohr = {Q[Z] * v * to_eV_nm:.2f} eV/nm")
    print(f"fixed linear potential: Q = {Qf[Z]:.4f}, Friedel sum = {Ff[Z]:.3f}")
    print(f"with LDA exchange-correlation: Q = {Qxc[Z]:.4f}")
    print(f"frozen potential at v = 0.2: S/v = {Qv[Z]:.4f}")
print("--- comparison")
print(f"Q(antiproton)/Q(proton), Hartree = {Q[-1] / Q[1]:.3f}")
print(f"Q(antiproton)/Q(proton), LDA     = {Qxc[-1] / Qxc[1]:.3f}")
print(f"same ratio, fixed linear potential = {Qf[-1] / Qf[1]:.3f}")
print(f"same ratio, frozen, v = 0.2        = {Qv[-1] / Qv[1]:.3f}")
print(f"dynamic linear S/v at v = 0.2, over Q2 = {Q2_v / Q2:.3f}")
for rs in (1.5, 3.0):
    a, b = scan[rs, 1], scan[rs, -1]
    print(f"rs = {rs}: Q proton {a:.4f}, antiproton {b:.4f}, ratio {b / a:.3f}")
print("all assertions hold")
```

It prints:

```
Atomic units unless a unit is given; main gas rs = 2
kF = 0.9596, density n = 0.02984
speed v = 0.20, v/vF = 0.208, energy = 0.999 keV
linear Q2, static Lindhard integral  = 0.1583
linear Q2, dynamic formula, v = 0.02 = 0.1584
linear Q2, weak-charge limit of code = 0.1584
odd part of Q at |Z| = 0.1: 8.133e-05
odd part of Q at |Z| = 0.2: 6.426e-04, ratio 7.90
linear density change at Z = 1, over n: 2.79
same from wave-number integral, over n: 2.75
--- proton
delta_0..delta_4 (rad): 0.8962 0.1391 0.0329 0.0085 0.0025
Friedel sum = 0.9992, s-wave share = 0.571
contact density over n = 13.532
transport sum = 0.4961, without sine = 0.5977
sigma_tr = 6.771 bohr^2
Q = 0.1939, Q/Q2 = 1.225
S = Q v = 0.03878 hartree/bohr = 19.94 eV/nm
fixed linear potential: Q = 0.2782, Friedel sum = 1.304
with LDA exchange-correlation: Q = 0.2569
frozen potential at v = 0.2: S/v = 0.1918
--- antiproton
delta_0..delta_4 (rad): -0.6296 -0.1772 -0.0507 -0.0143 -0.0041
Friedel sum = -1.0024, s-wave share = 0.400
contact density over n = 0.066
transport sum = 0.2274, without sine = 0.2411
sigma_tr = 3.103 bohr^2
Q = 0.0889, Q/Q2 = 0.561
S = Q v = 0.01777 hartree/bohr = 9.14 eV/nm
fixed linear potential: Q = 0.0653, Friedel sum = -0.807
with LDA exchange-correlation: Q = 0.1129
frozen potential at v = 0.2: S/v = 0.0880
--- comparison
Q(antiproton)/Q(proton), Hartree = 0.458
Q(antiproton)/Q(proton), LDA     = 0.440
same ratio, fixed linear potential = 0.235
same ratio, frozen, v = 0.2        = 0.459
dynamic linear S/v at v = 0.2, over Q2 = 1.013
rs = 1.5: Q proton 0.2393, antiproton 0.1240, ratio 0.518
rs = 3.0: Q proton 0.1287, antiproton 0.0522, ratio 0.405
all assertions hold
```
